## Excitation energies from inverted ensemble densities: two electrons in a box

Let $E_0<E_1<E_2$ be the three lowest singlet energies of two interacting electrons in a one-dimensional box, $n_I$ their densities, and $n^w=\sum_I w_In_I$ the ensemble density with weights $w_0=1-w_1-w_2>w_1\ge w_2\ge0$. Let $v_s^w$ be the potential in which noninteracting electrons with the same weights have density $n^w$, and $\varepsilon_p$ its orbital energies. Then for every allowed $w=(w_1,w_2)$

$$\omega_I\equiv E_I-E_0=\Delta_I^w+D_I^w,\qquad D_I^w=\frac{\partial E_{\rm Hxc}^w[n]}{\partial w_I}\bigg|_{n=n^w},\tag{1}$$

with $\Delta_1=\varepsilon_2-\varepsilon_1$ and $\Delta_2=2(\varepsilon_2-\varepsilon_1)$. The Kohn–Sham (KS) gaps and the derivatives each depend on $w$; their sum does not. The third KS state is the doubly excited configuration $(22)$; equation (1) pairs KS and interacting states by energy order, so the interacting state need not share that character. It follows that $D_2^w-2D_1^w=\omega_2-2\omega_1$. The derivation assumes nondegenerate levels, the existence of $v_s^w$, and $2\varepsilon_2<\varepsilon_1+\varepsilon_3$. Hartree atomic units are used.

### Discrete model

The walls are at $0$ and $L$, and the grid is $x_i=ih$, $h=L/(N+1)$, $i=1,\dots,N$. The kinetic matrix is $T=S\,{\rm diag}(k^2\pi^2/2L^2)\,S$ with the orthogonal matrix $S_{ik}=\sqrt{2/(N+1)}\sin[\pi ik/(N+1)]$. The interaction $W=[(x_1-x_2)^2+a^2]^{-1/2}$ and the potential are diagonal:

$$H[v]=T_1+T_2+W+v\cdot\hat n,\qquad v\cdot\hat n=\sum_iv_i\hat n_i .$$

Here $\hat n_i$ counts electrons on site $i$, so $n_i=h\,n(x_i)$ and $\sum_in_i=2$. All states are real. Every equation below is exact for these matrices; the distance to the continuum is a separate error. Singlets have symmetric spatial functions, and $H[v]$ maps symmetric functions to symmetric functions for every $v$, so the theory closes within the singlet sector. The restriction matters, because in the example a triplet lies between $E_0$ and $E_1$ and would belong to an unrestricted ensemble.

### Variational bound and the functionals

For orthonormal trial singlets $\Phi_I$ put $a_I=\langle\Phi_I|H|\Phi_I\rangle$. Collecting the coefficient of each $a_I$ confirms

$$\sum_Iw_Ia_I=(w_0-w_1)a_0+(w_1-w_2)(a_0+a_1)+w_2(a_0+a_1+a_2).$$

Expanding in eigenstates $\Psi_J$ gives $\sum_{I<k}a_I=\sum_Jp_JE_J$ with $p_J=\sum_{I<k}\langle\Psi_J|\Phi_I\rangle^2$. Orthonormality gives $0\le p_J\le1$ and $\sum_Jp_J=k$, hence $\sum_{J\ge k}p_J=\sum_{J<k}(1-p_J)$. Multiplying this identity by $E_{k-1}$ and using it to add zero,

$$\sum_Jp_JE_J-\sum_{J<k}E_J=\sum_{J\ge k}p_J(E_J-E_{k-1})+\sum_{J<k}(1-p_J)(E_{k-1}-E_J)\ge0 .$$

Ordered weights make the three prefactors nonnegative, so $\sum_Iw_Ia_I\ge E^w[v]\equiv\sum_Iw_IE_I[v]$, the Gross–Oliveira–Kohn bound. For $w_2>w_1$ it fails, since mixing $\Psi_1$ and $\Psi_2$ moves weight to the lower level.

At fixed trial states $\sum_Iw_Ia_I$ is affine in $v$, so its value at $tv+(1-t)v'$ is at least $tE^w[v]+(1-t)E^w[v']$. The minimum over trial states obeys the same inequality, and $E^w[v]$ is concave. Define

$$F^w[n]=\max_vG,\qquad G(v;w,n)=E^w[v]-v\cdot n,\tag{2}$$

let $T_s^w[n]$ be the same construction with $W=0$ and maximizer $v_s^w$, and set $E^w_{\rm Hxc}=F^w-T_s^w$. Adding a constant $c$ to $v$ adds $2c$ to both terms of $G$, so $v$ is fixed only up to a constant.

### Gradient and Hessian

Let $n_{IJ,i}=\langle\Psi_I|\hat n_i|\Psi_J\rangle$. The Hellmann–Feynman theorem gives $\partial E_I/\partial v_i=n_{I,i}$, so

$$\partial G/\partial v_i=n_i^w[v]-n_i\equiv r_i ,$$

and the maximizer reproduces the target density. First-order perturbation theory gives $\delta\Psi_I=\sum_{J\ne I}\Psi_J\,(n_{IJ}\cdot\delta v)/(E_I-E_J)$. Bra and ket contribute equally, so $\delta n_{I}=2\sum_{J\ne I}n_{IJ}(n_{IJ}\cdot\delta v)/(E_I-E_J)$. In the weighted sum each pair occurs twice with opposite denominators, so, with $w_J=0$ for $J\ge3$,

$$\chi=\frac{\partial n^w}{\partial v}=\sum_{I<J}\frac{2(w_I-w_J)}{E_I-E_J}\,n_{IJ}n_{IJ}^{\sf T}.\tag{3}$$

Each prefactor is nonpositive, so $\chi\le0$. Constants are null vectors, because $\mathbf 1\cdot n_{IJ}=2\langle\Psi_I|\Psi_J\rangle=0$. Conversely, $u^{\sf T}\chi u=0$ forces every term to vanish. With $w_0>w_1$ this means $\langle\Psi_J|u\cdot\hat n|\Psi_0\rangle=0$ for all $J>0$, so $(u_i+u_j-c)\Psi_0(i,j)=0$ for some $c$. If $\Psi_0(i,i)\neq0$ on every site, $u_i=c/2$. Thus $-\chi$ is positive definite on vectors orthogonal to $\mathbf 1$; its inverse there is written $(-\chi)^+$ and its smallest eigenvalue there $\lambda$. Inverting $n^w$ at weights $w$ with the interaction on therefore returns the external potential up to a constant.

For $W=0$ the singlets are orbital products $(11)$, $(12)$, $(22)$, $(13),\dots$ with energies $2\varepsilon_1$, $\varepsilon_1+\varepsilon_2$, $2\varepsilon_2$, $\varepsilon_1+\varepsilon_3$. The third member is $(22)$ if $2\varepsilon_2<\varepsilon_1+\varepsilon_3$; in the empty box $\varepsilon_p\propto p^2$ and the condition reads $8<10$. Counting electrons,

$$f_1=2w_0+w_1=2-f_2,\qquad f_2=w_1+2w_2,\qquad n_i=\sum_pf_p\phi_{p,i}^2,\qquad E_s^w=\sum_pf_p\varepsilon_p .$$

The steps that led to (3), applied to orbitals, give

$$\chi_s=\sum_{p<q}\frac{2(f_p-f_q)}{\varepsilon_p-\varepsilon_q}\rho_{pq}\rho_{pq}^{\sf T},\qquad\rho_{pq,i}=\phi_{p,i}\phi_{q,i}.$$

At $w=0$, if the lowest KS orbital has no sign change, the density fixes it, $\phi=\sqrt{n/2}$, and the eigenvalue equation gives $v_{s,i}=\varepsilon_1-(T\phi)_i/\phi_i$. The matrix $T$ does not guarantee this for every potential: it holds in the example below, but it fails for a potential too steep for the grid, such as a tilt of $20$ hartree/bohr at $N=23$, $L=5$ bohr. With two occupied orbitals this shortcut is lost.

### Inversion algorithm

Linearizing $r(v+\delta v)=r+\chi\,\delta v=0$ gives a singular system, repaired by solving

$$\left(-\chi+\mathbf 1\mathbf 1^{\sf T}/N\right)\delta v=r .$$

Multiplying by $\mathbf 1^{\sf T}$ gives $\mathbf 1\cdot\delta v=\mathbf 1\cdot r=0$, because both densities hold two electrons; the added term then vanishes and $\delta v=(-\chi)^+r$. Along $v+t\,\delta v$ one has $\frac{d}{dt}\frac12\|r\|^2=r\cdot\chi\,\delta v=-\|r\|^2$ at $t=0$, so halving $t$ from 1 finds a step that lowers $\|r\|$. The iteration stops at $\max_i|r_i|<10^{-11}$. The procedure at one $w$ is:

1. Invert $n^w$ with $W=0$, starting from $v=0$; this gives $v_s^w$, $\Delta_I^w$ and $T_s^w$.
2. Invert $n^w$ with $W$, starting from $v_s^w$; this gives $F^w$.
3. Repeat both inversions for the same $n^w$ at shifted weights, and difference $F-T_s$.

The inputs are the density, the weights and $W$. Step 2 diagonalizes the interacting problem repeatedly, so the procedure saves no work; it yields exact $v_s^w$ and $D_I^w$ against which approximate functionals can be measured.

### Proof of the result

Let $v^*(w,n)$ solve $r=0$. Since $\chi$ is invertible off the constants, the implicit function theorem makes $v^*$ exist and vary smoothly near any solution, so the shifted inversions are well posed for small shifts. Differentiating $F^w[n]=G(v^*;w,n)$,

$$\frac{\partial F}{\partial w_I}=r\cdot\frac{\partial v^*}{\partial w_I}+\frac{\partial G}{\partial w_I}=E_I[v^*]-E_0[v^*],\tag{4}$$

because $r=0$ and $\partial w_0/\partial w_I=-1$. At $n=n^w$, $v^*$ is the external potential and (4) equals $\omega_I$. For $W=0$ the same step gives $\partial T_s/\partial w_1=(\varepsilon_1+\varepsilon_2)-2\varepsilon_1=\Delta_1$ and $\partial T_s/\partial w_2=2\varepsilon_2-2\varepsilon_1=\Delta_2$. Subtraction gives $D_I=\omega_I-\Delta_I$, which is (1). Differentiating with respect to $n$ instead, with $\sum_i\delta n_i=0$, gives $\delta F=-v\cdot\delta n$ and $\delta T_s=-v_s\cdot\delta n$, so $\delta E_{\rm Hxc}=v_{\rm Hxc}\cdot\delta n$ with $v_{\rm Hxc}=v_s-v$.

From $\Delta_2=2\Delta_1$ follows $D_2-2D_1=\omega_2-2\omega_1$. A functional that sees the weights only through $f_2$ has $\partial_{w_2}=2\,\partial_{w_1}$, hence $D_2=2D_1$ and $\omega_2=2\omega_1$; the whole offset $\omega_2-2\omega_1$ lies in a dependence on $w$ beyond the occupations. To first order in $W$, with Coulomb and exchange integrals $J_{pq}$, $K_{pq}$ of the noninteracting orbitals, the states $(11)$, $(12)$, $(22)$ shift by $J_{11}$, $J_{12}+K_{12}$, $J_{22}$, so $\omega_2-2\omega_1=E_2+E_0-2E_1=J_{11}+J_{22}-2J_{12}-2K_{12}$. For $W\to0$, $F=T_s$ and $D_I=0$. The one-body operator $\hat n_i$ cannot move two electrons, so $\langle11|\hat n_i|22\rangle=0$ and the ground-state KS response has no pole at $\Delta_2$; the ensemble reaches this state through $w_2$.

A second evaluation follows the physical density. With $\Delta n_I=n_I-n_0=\partial n^w/\partial w_I$, the chain rule gives

$$D_I=\frac{d}{dw_I}E^w_{\rm Hxc}[n^w]-v_{\rm Hxc}\cdot\Delta n_I .\tag{5}$$

It needs KS inversions only, but it uses $F^w[n^w]=E^w-v\cdot n^w$. The total derivative is $(\omega_I-v\cdot\Delta n_I)-(\Delta_I-v_s\cdot\Delta n_I)$, in which $\omega_I$ is an input. Agreement of (5) with (1) checks the KS inversion and the chain rule; it does not predict $\omega_I$.

The proof above does not cover a crossing of the third and fourth levels of either system at $w_2>0$, since $E^w[v]$ then has a kink and the implicit function theorem no longer applies. The pair term of (3) diverges there only if $n_{23}\ne0$; the KS states $(22)$ and $(13)$ differ in both orbitals, so $\langle22|\hat n_i|13\rangle=0$ and $\chi_s$ stays finite, while the density jumps at the crossing. If $(13)$ falls below $(22)$, the occupations and $\Delta_2$ change form. The shifted weights must stay ordered, or concavity is not guaranteed.

### Error analysis

Inversion. A residual $r$ means a potential error $\delta v=(-\chi)^+r$ to first order, so $\|\delta v\|\le\|r\|/\lambda$. The functional is better protected. Expanding about the maximum, $G(v^*)-G(v)=\frac12\delta v\cdot(-\chi)\,\delta v=\frac12r\cdot(-\chi)^+r\le\|r\|^2/2\lambda$ to second order. Low density makes $\lambda$ small. For $u=e_i-\mathbf 1/N$, $\|u\|^2=1-1/N$ and $u^{\sf T}\chi_su=\chi_{s,ii}$. With $g$ the smallest spacing $\varepsilon_q-\varepsilon_p$ above an occupied $p$, the inequalities $f_p-f_q\le f_p$ and $\sum_q\phi_{q,i}^2=1$ give $-\chi_{s,ii}\le2n_i/g$, so $\lambda\le2n_i/[g(1-1/N)]$. Next to a wall $n(x)\propto x^2$ and $n_1\propto h^3$: refining the grid worsens the conditioning of $v_s$.

Weight differences. At fixed $n$ the functionals are curved in $w$. Differentiating $r=0$ gives $\chi\,\partial_Jv^*+\Delta n_J=0$, and Hellmann–Feynman applied to (4) gives $\partial_I\partial_JF=\Delta n_I\cdot(-\chi)^+\Delta n_J$, a nonnegative matrix that vanishes only if the $\Delta n_I$ do. For $y(s)$ along a direction in weight space, Taylor expansion gives $y(\pm\delta)=y\pm\delta y'+\frac{\delta^2}2y''\pm\frac{\delta^3}6y'''$, so

$$\frac{y(\delta)-y(-\delta)}{2\delta}=y'+\frac{\delta^2}6y'''+O(\delta^4).$$

At $w=0$ only $w_1\ge w_2\ge0$ is allowed, so the directions $(1,0)$ and $(1,1)$ are used; they give $D_1$ and $D_1+D_2$. In $-3y(0)+4y(\delta)-y(2\delta)$ the coefficients of $y$, $\delta y'$, $\delta^2y''$, $\delta^3y'''$ are $-3+4-1=0$, $4-2=2$, $2-2=0$ and $(4-8)/6$, so division by $2\delta$ gives $y'-\frac{\delta^2}3y'''$.

Noise. An error $\eta$ in each value of $y$, from rounding or from the residual term above, adds at most $\eta/\delta$ to the central difference. The sum $\delta^2|y'''|/6+\eta/\delta$ has zero derivative at $\delta^3=3\eta/|y'''|$, below which a smaller step does harm.

Discretization. Equation (1) holds on any grid, so weight independence says nothing about grid convergence, which must be measured separately.

### Worked example

The round model parameters are $L=5$ bohr, $a=1$ bohr, $v=0$, $N=23$, $\delta=2\times10^{-4}$. Six decimals are kept to display cancellations on this grid, and sums may differ by one unit in the last place through rounding. Diagonalization gives $E_0=1.088584$, $E_1=1.763786$, $E_2=2.175364$ hartree, and the lowest triplet at $1.473237$ hartree. Thus $\omega_1=1.763786-1.088584=0.675202$ hartree ($18.373$ eV) and $\omega_2=2.175364-1.088584=1.086780$ hartree ($29.573$ eV).

At $w=(0.2,0.1)$, $f_2=0.2+2(0.1)=0.4$ and $f_1=1.6$. The KS residual runs through $10^{-2}$, $8\times10^{-4}$, $9\times10^{-6}$, $2\times10^{-9}$, $6\times10^{-15}$ electrons. The interacting inversion gives $F=1.332302$ hartree, which for $v=0$ must equal $0.7(1.088584)+0.2(1.763786)+0.1(2.175364)=1.332302$. With $T_s=0.638190$, $E_{\rm Hxc}=0.694113$ hartree. Then

$$\Delta_1+D_1=0.526058+0.149144=0.675202,\qquad\Delta_2+D_2=1.052115+0.034665=1.086780,$$

and $D_2-2D_1=0.034665-0.298288=-0.263623$ hartree, the value of $\omega_2-2\omega_1$. All four ensembles, in hartree:

| $(w_1,w_2)$ | $\Delta_1$ | $D_1$ | $\Delta_2$ | $D_2$ |
|---|---|---|---|---|
| (0, 0) | 0.496078 | 0.179123 | 0.992156 | 0.094624 |
| (0.1, 0.05) | 0.509384 | 0.165817 | 1.018768 | 0.068012 |
| (0.2, 0.1) | 0.526058 | 0.149144 | 1.052115 | 0.034665 |
| (0.3, 0.2) | 0.557718 | 0.117484 | 1.115435 | −0.028655 |

The gap $\Delta_1$ spreads over $0.0616$ hartree, while $\Delta_I+D_I$ departs from $\omega_I$ by at most $3.4\times10^{-8}$ hartree. At $w=0$, omitting $D_I$ underestimates $\omega_1$ by $0.179/0.675=27\%$ of $\omega_1$ and $\omega_2$ by $0.0946/1.087=8.7\%$ of $\omega_2$. The derivative $D_2$ has no fixed sign: it is negative in the last row, where $\Delta_2$ has grown past $\omega_2$. The margin $\varepsilon_1+\varepsilon_3-2\varepsilon_2$ falls from $0.503$ to $0.383$ hartree and stays positive. In the $w=0$ KS orbitals, $\Psi_2$ has weight $0.89$ on $(22)$ and $0.09$ on $(13)$, so it is mainly but not purely a double excitation. This is a property of these parameters, not a consequence of $2\varepsilon_2<\varepsilon_1+\varepsilon_3$: with that condition still met at $w=0$, the weights on $(22)$ and $(13)$ are about $0.2$ and $0.55$ at $L=15$ bohr, and about $0.15$ and $0.84$ at $L=5$ bohr with a tilt of $0.7$ hartree/bohr ($N=31$).

The potential changes shape with $w$. As $n(L/2)$ falls from $0.694$ to $0.510$ bohr$^{-1}$ and $n(L/4)$ rises from $0.452$ to $0.544$ bohr$^{-1}$, $v_s(L/2)-v_s(L/4)$ goes from $+0.209$ through $0.154$ and $0.088$ to $-0.034$ hartree: the central bump becomes a dip. The centre is already a shallow local minimum at $w=(0.2,0.1)$, about $0.008$ hartree below the maxima on either side, and about $0.10$ hartree below them at $w=(0.3,0.2)$; these depths are read at grid points and become $0.009$ and $0.106$ hartree at $N=31$ and $47$. To first order $\delta\Delta_1=\delta v_s\cdot(\phi_2^2-\phi_1^2)$, and $\phi_2$ has a node at the centre of the symmetric box, so lowering $v_s$ there raises $\Delta_1$, the trend of the table. The loss of classical repulsion at the centre supplies only about a third of the lowering: for $v_{{\rm H},i}=\sum_jW_{ij}n^w_j$ the difference $v_{\rm H}(L/2)-v_{\rm H}(L/4)$ falls from $0.259$ to $0.178$ hartree, a change of $-0.082$ against $-0.243$ for $v_s$; the rest lies in $v_{\rm Hxc}-v_{\rm H}$.

The absolute errors separate cleanly. The recovered external potential is flat to $1.7\times10^{-12}$ hartree, and Newton's $v_s$ matches the closed form at $w=0$ to $1.1\times10^{-10}$ hartree. At $w=(0.2,0.1)$ the error of $\partial T_s/\partial w_2$ relative to $\Delta_2$ is $1.22\times10^{-5}$ hartree at $\delta=4\times10^{-3}$ and $3.06\times10^{-6}$ at $2\times10^{-3}$; the ratio $4.0$ confirms $\delta^2$ scaling, with $|y'''|\approx6(3.06\times10^{-6})/(2\times10^{-3})^2=4.6$ hartree. Scaling to $\delta=2\times10^{-4}$ gives $3\times10^{-8}$ hartree, the same order as the observed departure from (1). That departure is the difference of the errors of $\partial F$ and $\partial T_s$, maximized over four ensembles, so only the order of magnitude is comparable; it suggests, without proving, that truncation dominates noise. Discretization is the largest error: going from $N=23$ to $31$ changes $\omega_I$ by up to $2.8\times10^{-6}$ and $\Delta_1$ by $1.7\times10^{-6}$ hartree at $w=(0.2,0.1)$ (between $1.2\times10^{-6}$ and $2.3\times10^{-6}$ over the four ensembles, and twice that for $\Delta_2$), and an independent sine Galerkin basis moves $E_0$, $E_1$, $E_2$ by up to $6\times10^{-6}$ hartree. These are differences between approximations, not bounds, and they indicate about five decimals for the continuum model.

A flat box has parity and makes $v\cdot n$ vanish. With a tilt of $0.05$ hartree/bohr at $w=(0.2,0.1)$, neither holds, and $\Delta_I+D_I=0.675109$ and $1.095620$ hartree agree with the exact $\omega_I$ to the digits shown. The numerical check below asserts equations (1), (3), (4) and (5), the variational bound with its violation, and $\delta E_{\rm Hxc}=v_{\rm Hxc}\cdot\delta n$, against diagonalization or finite differences.

## Numbers as computed

```
L = 5.0 bohr, a = 1.0 bohr, N = 23, h = 0.208333 bohr, delta = 0.0002
singlet E0..E3 (hartree): 1.088584 1.763786 2.175364 2.724799
Galerkin E0..E2 (hartree): 1.088582 1.763780 2.175359
lowest triplet energy = 1.473237 hartree
exact omega1, omega2 = 0.675202, 1.086780 hartree
exact omega1, omega2 = 18.3732, 29.5728 eV
omega2 - 2 omega1 = -0.263623 hartree
-- w1, w2 = 0.0, 0.0; f1, f2 = 2.00, 0.00
n(L/4), n(L/2) = 0.45244, 0.69440 1/bohr
vs(L/2)-vs(L/4), vs(h)-vs(L/4) = 0.20852, -0.18967 hartree
F, Ts, EHxc = 1.088584, 0.408628, 0.679956 hartree
Delta1, Delta2, e1+e3-2e2 = 0.496078, 0.992156, 0.503317 hartree
D1, D2 fixed density = 0.179123, 0.094624 hartree
D1, D2 chain rule = 0.179123, 0.094624 hartree
Delta+D = 0.675202, 1.086780; D2-2D1 = -0.263623 hartree
-- w1, w2 = 0.1, 0.05; f1, f2 = 1.80, 0.20
n(L/4), n(L/2) = 0.47811, 0.64252 1/bohr
vs(L/2)-vs(L/4), vs(h)-vs(L/4) = 0.15399, -0.21658 hartree
F, Ts, EHxc = 1.210443, 0.523018, 0.687425 hartree
Delta1, Delta2, e1+e3-2e2 = 0.509384, 1.018768, 0.476043 hartree
D1, D2 fixed density = 0.165817, 0.068012 hartree
D1, D2 chain rule = 0.165817, 0.068012 hartree
Delta+D = 0.675202, 1.086780; D2-2D1 = -0.263623 hartree
-- w1, w2 = 0.2, 0.1; f1, f2 = 1.60, 0.40
n(L/4), n(L/2) = 0.50379, 0.59065 1/bohr
vs(L/2)-vs(L/4), vs(h)-vs(L/4) = 0.08775, -0.23695 hartree
F, Ts, EHxc = 1.332302, 0.638190, 0.694113 hartree
Delta1, Delta2, e1+e3-2e2 = 0.526058, 1.052115, 0.443093 hartree
D1, D2 fixed density = 0.149144, 0.034665 hartree
D1, D2 chain rule = 0.149144, 0.034665 hartree
Delta+D = 0.675202, 1.086780; D2-2D1 = -0.263623 hartree
-- w1, w2 = 0.3, 0.2; f1, f2 = 1.30, 0.70
n(L/4), n(L/2) = 0.54385, 0.50985 1/bohr
vs(L/2)-vs(L/4), vs(h)-vs(L/4) = -0.03423, -0.25431 hartree
F, Ts, EHxc = 1.508501, 0.813171, 0.695330 hartree
Delta1, Delta2, e1+e3-2e2 = 0.557718, 1.115435, 0.383412 hartree
D1, D2 fixed density = 0.117484, -0.028655 hartree
D1, D2 chain rule = 0.117484, -0.028655 hartree
Delta+D = 0.675202, 1.086780; D2-2D1 = -0.263623 hartree
-- spread over weights of Delta1 = 0.061640 hartree
max |Delta+D-omega| = 3.4e-08 hartree
max range of recovered v - v_ext = 1.7e-12 hartree
w=0 Newton vs closed form, range of difference = 1.1e-10 hartree
weight of (22), (13) in Psi2 = 0.8912, 0.0902 (dimensionless)
w=(0.2,0.1): dEHxc along dn = -0.0877266, vHxc.dn = -0.0877265 hartree
KS Newton max|r| (electrons): 1e-02 8e-04 9e-06 2e-09 6e-15
interacting Newton max|r| (electrons): 1e-02 6e-04 5e-06 6e-10 1e-15
error of dTs/dw2, delta=4e-3, 2e-3: 1.22e-05, 3.06e-06 hartree
N=31 vs 23: change of omega, Delta1 = 2.8e-06, 1.7e-06 hartree
tilt 0.05 hartree/bohr, w=(0.2,0.1):
exact omega = 0.675109, 1.095620 hartree
Delta+D = 0.675109, 1.095620 hartree
```
